# Small-window roughness and the global growth exponent: a referee's comment: a program that tests the result

```python
"""
Result under test: roughness in a small window need not grow with the global
growth exponent, and local slopes can keep increasing.

Main model: dh/dt = -K d4h/dx4 + noise, flat start, noise covariance 2 D.
xi = (2 K t)^(1/4) is the correlation length, W the global rms width,
w the rms height about the mean in a window of given length.
'Levelled' means that the best straight line is subtracted in each window.
Predictions: W ~ t^(3/8), small-window w ~ t^(1/8), rms slope ~ t^(1/8),
levelled small-window roughness constant in time.
Contrasts: second-order relaxation with constant noise ('ordinary') and with
noise strength D(t) = D1 t ('rising').
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import gamma, exp1

NODES, WEIGHTS = np.polynomial.legendre.leggauss(8)


def close(value, reference, tolerance):
    return abs(value / reference - 1.0) < tolerance


def mode_integral(spectrum, tail_power, ratio=np.inf, levelled=False):
    """Integrate a dimensionless spectrum times the window filter.

    ratio = window length / xi; infinity means no window filter.
    Beyond the upper limit the filter is one and the spectrum a power law.
    """
    if np.isinf(ratio):
        width, upper = 0.5, 60.0
    else:
        width, upper = min(0.5, 2.0 / ratio), max(60.0, 300.0 / ratio)
    edges = np.linspace(0.0, upper, int(np.ceil(upper / width)) + 1)
    half = 0.5 * (edges[1] - edges[0])
    u = (edges[:-1, None] + half * (1.0 + NODES)).ravel()
    weight = np.tile(half * WEIGHTS, len(edges) - 1)
    window_filter = np.ones_like(u)
    if np.isfinite(ratio):
        x = 0.5 * ratio * u
        j0 = np.sin(x) / x
        window_filter = 1.0 - j0**2
        if levelled:
            j1 = (j0 - np.cos(x)) / x
            window_filter -= 3.0 * j1**2
    tail = upper**(1 - tail_power) / (tail_power - 1)
    return np.sum(weight * spectrum(u) * window_filter) + tail


def fourth_spectrum(u):
    return -np.expm1(-u**4) / u**4


def slope_spectrum(u):
    return -np.expm1(-u**4) / u**2


def ordinary_spectrum(u):
    return -np.expm1(-u**2) / u**2


def rising_spectrum(u):
    return (u**2 + np.expm1(-u**2)) / u**4


def variance(model, length, time, rate=1.0, noise=1.0, levelled=False):
    """Mean square height in a window; infinite length gives W squared."""
    if model == "fourth":
        xi = (2 * rate * time)**0.25
        factor = noise * xi**3 / (np.pi * rate)
        spectrum, power = fourth_spectrum, 4
    else:
        xi = np.sqrt(2 * rate * time)
        power = 2
        if model == "ordinary":
            factor = noise * xi / (np.pi * rate)
            spectrum = ordinary_spectrum
        else:
            factor = 2 * noise * time**2 / (np.pi * xi)
            spectrum = rising_spectrum
    return factor * mode_integral(spectrum, power, length / xi, levelled)


def time_exponent(model, length, time, levelled=False, **parameters):
    step = 1.05
    late = variance(model, length, time * step, levelled=levelled, **parameters)
    early = variance(model, length, time / step, levelled=levelled, **parameters)
    return np.log(late / early) / (4 * np.log(step))


# Real-space lattice covariance, K = D = spacing = 1.
# Two successive equal intervals are composed: old heights relax and fresh
# independent noise is added. No Fourier spectrum enters this calculation.
size = 512
identity = np.eye(size)
second = (np.roll(identity, 1, axis=0) + np.roll(identity, -1, axis=0)
          - 2 * identity)
relaxation = second @ second
interval = 2.0**-12
propagator = (identity - interval * relaxation
              + 0.5 * interval**2 * relaxation @ relaxation)
covariance = 2 * interval * identity
lattice = {}
time_now = interval
while time_now < 2**19:
    covariance = covariance + propagator @ covariance @ propagator.T
    propagator = propagator @ propagator
    time_now *= 2
    if time_now in (2.0**11, 2.0**15, 2.0**19):
        lattice[time_now] = covariance.copy()


def lattice_window(matrix, points, levelled=False):
    position = np.arange(points) - 0.5 * (points - 1)
    columns = [np.ones(points)]
    if levelled:
        columns.append(position)
    basis, _ = np.linalg.qr(np.column_stack(columns))
    block = matrix[:points, :points]
    return (np.trace(block) - np.trace(basis.T @ block @ basis)) / points


print("Lattice check, lengths in lattice spacings, K = D = 1")
print("xi | lattice/continuum ratio: W^2, slope^2, w^2, levelled w^2 (l=32)")
for time, matrix in lattice.items():
    xi = (2 * time)**0.25
    global_formula = gamma(0.25) * xi**3 / (3 * np.pi)
    slope_formula = gamma(0.75) * xi / np.pi
    slope_lattice = 2 * (matrix[0, 0] - matrix[0, 1])
    ratios = [matrix[0, 0] / global_formula,
              slope_lattice / slope_formula,
              lattice_window(matrix, 32) / variance("fourth", 32, time),
              lattice_window(matrix, 32, True)
              / variance("fourth", 32, time, levelled=True)]
    print(f"{xi:5.1f} | " + "  ".join(f"{r:.4f}" for r in ratios))
    # Finite spacing gives errors of order ten over the window length squared.
    assert all(abs(r - 1) < tol for r, tol in zip(ratios, (.01, .01, .02, .025)))
scale_ratio = (lattice_window(lattice[2.0**19], 32)
               / lattice_window(lattice[2.0**15], 16))
assert close(scale_ratio, 8.0, 0.02)
print(f"Lattice w^2 ratio when l and xi both double: {scale_ratio:.4f}")

# Asymptotic constants against direct quadrature.
assert close(mode_integral(fourth_spectrum, 4), gamma(0.25) / 3, 1e-5)
assert close(mode_integral(slope_spectrum, 2), gamma(0.75), 1e-5)
ratio = 0.2
raw_series = (gamma(0.75) * ratio**2 / (12 * np.pi) - ratio**3 / 120
              + gamma(1.25) * ratio**4 / (360 * np.pi))
level_series = ratio**3 / 420 - gamma(1.25) * ratio**4 / (720 * np.pi)
assert close(variance("fourth", ratio, 0.5) / 2, raw_series / 1.0, 1e-4) or \
    close(variance("fourth", ratio, 0.5), raw_series, 1e-4)
assert close(variance("fourth", ratio, 0.5, levelled=True), level_series, 1e-3)

# Second-order models: small-window amplitudes and global widths at xi = 1.
small = 0.01
assert close(variance("ordinary", small, 0.5), small / 6, 0.004)
assert close(variance("ordinary", np.inf, 0.5), 1 / np.sqrt(np.pi), 1e-3)
assert close(variance("rising", small, 0.5), 0.5 * small / 6, 0.004)
assert close(variance("rising", small, 0.5, levelled=True),
             0.5 * small / 15, 0.004)
assert close(variance("rising", np.inf, 0.5),
             4 * 0.5**1.5 / (3 * np.sqrt(2 * np.pi)), 1e-3)
for wave_number in (0.4, 1.3, 4.0):
    decay = 2 * wave_number**2
    direct = quad(lambda s: 2 * s * np.exp(-decay * (0.5 - s)), 0, 0.5)[0]
    formula = 2 * 0.5**2 * rising_spectrum(wave_number)
    assert close(direct, formula, 1e-8)

print("Growth exponents at l/xi = 0.01: raw window, levelled window; global")
expected = {"fourth": (1/8, 0, 3/8), "ordinary": (0, 0, 1/4),
            "rising": (1/2, 1/2, 3/4)}
for model, targets in expected.items():
    found = (time_exponent(model, small, 0.5),
             time_exponent(model, small, 0.5, levelled=True),
             time_exponent(model, np.inf, 0.5))
    assert all(abs(a - b) < 0.003 for a, b in zip(found, targets))
    print(f"{model:9s} {found[0]:.4f}  {found[1]:.4f}; {found[2]:.4f}")
assert abs(time_exponent("fourth", 300.0, 0.5) - 3/8) < 0.003

# Two-dimensional surface: explicit sum over modes inside a circular cutoff.
spacing = 0.005
axis = np.arange(-1 + spacing / 2, 1, spacing)
k_squared = axis[:, None]**2 + axis[None, :]**2
k_squared = k_squared[k_squared < 1]
slopes_2d = []
for twice_rate_time in (1e4, 1e5):
    summed = np.sum(-np.expm1(-twice_rate_time * k_squared**2) / k_squared)
    summed *= spacing**2 / (4 * np.pi**2)
    formula = (np.log(twice_rate_time) + np.euler_gamma
               + exp1(twice_rate_time)) / (8 * np.pi)
    assert close(summed, formula, 0.01)
    slopes_2d.append(summed)
gain = slopes_2d[1] - slopes_2d[0]
assert close(gain, np.log(10) / (8 * np.pi), 0.01)
print(f"2D slope-variance gain per time decade: {gain:.4f} D/K")

# Worked example with round model parameters.
K, D = 5000.0, 5.0
parameters = dict(rate=K, noise=D)
print(f"Example: K = {K:.0f} nm^4/s, D = {D:.0f} nm^3/s")
print("t (s) | xi (nm) | W (nm) | rms slope | w, levelled w at 10 nm (nm)")
for time in 10.0**np.arange(5):
    xi = (2 * K * time)**0.25
    width = np.sqrt(D * gamma(0.25) * xi**3 / (3 * np.pi * K))
    slope = np.sqrt(D * gamma(0.75) * xi / (np.pi * K))
    raw = np.sqrt(variance("fourth", 10, time, **parameters))
    level = np.sqrt(variance("fourth", 10, time, levelled=True, **parameters))
    print(f"{time:6.0f} | {xi:7.2f} | {width:7.3f} | {slope:.4f} | "
          f"{raw:.4f}  {level:.5f}")
plateau = np.sqrt(D * 10**3 / (420 * K))
print(f"Late levelled roughness limit at 10 nm: {plateau:.5f} nm")

print("Apparent exponent: window (nm) | first decade | last decade | full fit")
times = np.logspace(0, 4, 9)
for length in (10.0, 100.0, 1000.0):
    logs = np.array([0.5 * np.log(variance("fourth", length, t, **parameters))
                     for t in times])
    first = (logs[2] - logs[0]) / np.log(10)
    last = (logs[-1] - logs[-3]) / np.log(10)
    fit = np.polyfit(np.log(times), logs, 1)[0]
    print(f"{length:6.0f} | {first:.4f} | {last:.4f} | {fit:.4f}")

local_time = time_exponent("fourth", 10.0, 1e4, **parameters)
step = 1.05
local_length = np.log(variance("fourth", 10 * step, 1e4, **parameters)
                      / variance("fourth", 10 / step, 1e4, **parameters))
local_length /= 4 * np.log(step)
recovered = local_time + local_length / 4
assert abs(recovered - 3/8) < 0.001
print("At l = 10 nm, t = 10000 s:")
print(f"  time exponent {local_time:.4f}, length exponent {local_length:.4f}")
print(f"  recovered global exponent with z = 4: {recovered:.4f}")
print("finished without a failed check")
```

Output:

```
Lattice check, lengths in lattice spacings, K = D = 1
xi | lattice/continuum ratio: W^2, slope^2, w^2, levelled w^2 (l=32)
  8.0 | 1.0020  0.9987  1.0038  1.0070
 16.0 | 1.0005  0.9997  1.0012  1.0035
 32.0 | 1.0001  1.0000  1.0001  1.0021
Lattice w^2 ratio when l and xi both double: 7.9981
Growth exponents at l/xi = 0.01: raw window, levelled window; global
fourth    0.1253  0.0002; 0.3750
ordinary  0.0004  0.0000; 0.2500
rising    0.5007  0.5000; 0.7500
2D slope-variance gain per time decade: 0.0916 D/K
Example: K = 5000 nm^4/s, D = 5 nm^3/s
t (s) | xi (nm) | W (nm) | rms slope | w, levelled w at 10 nm (nm)
     1 |   10.00 |   0.620 | 0.0625 | 0.1580  0.04454
    10 |   17.78 |   1.471 | 0.0833 | 0.2234  0.04644
   100 |   31.62 |   3.488 | 0.1111 | 0.3078  0.04748
  1000 |   56.23 |   8.271 | 0.1481 | 0.4179  0.04806
 10000 |  100.00 |  19.613 | 0.1975 | 0.5628  0.04838
Late levelled roughness limit at 10 nm: 0.04880 nm
Apparent exponent: window (nm) | first decade | last decade | full fit
    10 | 0.1504 | 0.1294 | 0.1372
   100 | 0.3205 | 0.1713 | 0.2404
  1000 | 0.3705 | 0.3474 | 0.3621
At l = 10 nm, t = 10000 s:
  time exponent 0.1282, length exponent 0.9871
  recovered global exponent with z = 4: 0.3750
finished without a failed check
```
